# Choosing time step and friction for damped second-order orbital dynamics: a program that tests the result

```python
"""Damped second-order orbital dynamics against fixed-step descent.

Result under test: for mass*x'' = -K x - mass*gamma*x', integrated by Verlet
with central-difference friction, the smallest asymptotic error factor is
    rho = (sqrt(k)-1)/(sqrt(k)+1),   k = L/m,
reached at h = 2 sqrt(mass/(L+m)), gamma = 2 sqrt(L m/(mass (L+m))).
Fixed-step descent reaches (k-1)/(k+1) at best.
Symbols: m, L = smallest and largest eigenvalue of K; h = time step;
gamma = friction rate; s = gamma*h/2. For orbitals in a fixed Hamiltonian
the eigenvalues of K are (empty level - filled level).
Hartree atomic units throughout.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)
mass = 400.0
spacing, n_grid, n_occ = 0.2, 51, 3
well_frequency, displacement, noise = 1.0, 0.5, 0.01
grid = spacing * (np.arange(n_grid) - n_grid // 2)


def hamiltonian(center):
    kinetic = (np.eye(n_grid) - 0.5 * np.eye(n_grid, k=1)
               - 0.5 * np.eye(n_grid, k=-1)) / spacing**2
    return kinetic + np.diag(0.5 * well_frequency**2 * (grid - center)**2)


def orthonormalize(orbitals):
    left, _, right = np.linalg.svd(orbitals, full_matrices=False)
    return left @ right


def energy(orbitals):
    return np.sum(orbitals * (H @ orbitals))


H = hamiltonian(0.0)
levels, vectors = np.linalg.eigh(H)
filled, empty = vectors[:, :n_occ], vectors[:, n_occ:]
exact_energy = levels[:n_occ].sum()
curvatures = levels[n_occ:, None] - levels[None, :n_occ]
m, L = curvatures.min(), curvatures.max()
k = L / m

# Curvature of the energy by finite differences on orthonormal orbitals
soft_direction = np.zeros_like(curvatures)
soft_direction[0, -1] = 1.0
stiff_direction = np.zeros_like(curvatures)
stiff_direction[-1, 0] = 1.0
random_direction = rng.normal(size=curvatures.shape)
random_direction /= np.linalg.norm(random_direction)
for direction in (soft_direction, stiff_direction, random_direction):
    t = 1e-3
    plus = energy(orthonormalize(filled + t * empty @ direction))
    minus = energy(orthonormalize(filled - t * empty @ direction))
    measured = (plus + minus - 2 * energy(filled)) / (2 * t**2)
    assert np.isclose(measured, np.sum(curvatures * direction**2), rtol=1e-4)

# Derived optimum
h = 2 * np.sqrt(mass / (L + m))
gamma = 2 * np.sqrt(L * m / (mass * (L + m)))
s = gamma * h / 2
beta = (1 - s) / (1 + s)
alpha = h**2 / (mass * (1 + s))
rho = (np.sqrt(k) - 1) / (np.sqrt(k) + 1)
descent_factor = (k - 1) / (k + 1)
omega_soft = np.sqrt(m / mass)
h_limit = 2 * np.sqrt(mass / L)
assert np.isclose(beta, rho**2)
assert np.isclose(alpha, 4 / (np.sqrt(L) + np.sqrt(m))**2)


def radius(step, friction, eigenvalues):
    """Largest root modulus of the Verlet recursion, by diagonalization."""
    step, friction, lam = np.broadcast_arrays(
        np.asarray(step, float)[..., None],
        np.asarray(friction, float)[..., None], np.ravel(eigenvalues))
    half = friction * step / 2
    matrix = np.zeros(lam.shape + (2, 2))
    matrix[..., 0, 0] = (2 - step**2 * lam / mass) / (1 + half)
    matrix[..., 0, 1] = -(1 - half) / (1 + half)
    matrix[..., 1, 0] = 1.0
    return np.abs(np.linalg.eigvals(matrix)).max(axis=(-1, -2))


assert abs(radius(h, gamma, curvatures) - rho) < 1e-6
assert radius(1.01 * h_limit, gamma, curvatures) > 1
assert radius(0.99 * h_limit, gamma, curvatures) < 1

# Direct search for the best time step and friction, by zooming grids
center = np.array([0.7 * h_limit, 3 * omega_soft])
half_width = np.array([0.5 * h_limit, 3 * omega_soft])
probe = np.array([m, 0.5 * (m + L), L])
for _ in range(14):
    axes = [np.linspace(c - w, c + w, 61) for c, w in zip(center, half_width)]
    steps, frictions = np.meshgrid(*axes, indexing="ij")
    values = radius(steps, frictions, probe)
    best = np.unravel_index(np.argmin(values), values.shape)
    center = np.array([steps[best], frictions[best]])
    searched_rho = values[best]
    half_width = half_width / 2
searched_h, searched_gamma = center
assert np.isclose(searched_h, h, rtol=1e-3)
assert np.isclose(searched_gamma, gamma, rtol=1e-3)
assert np.isclose(searched_rho, rho, rtol=1e-3)

# Bound on k for arbitrary step and friction, including negative beta
random_h = h_limit * rng.uniform(0.05, 0.999, 3000)
random_s = rng.uniform(0.01, 1.5, 3000)
random_r = radius(random_h, 2 * random_s / random_h, np.array([m, L]))
random_beta = (1 - random_s) / (1 + random_s)
ok = random_r < 1 - 1e-6
assert ok.sum() > 1000
r, b = random_r[ok], random_beta[ok]
bound = (1 + r) * (1 + b / r) / ((1 - r) * (1 - b / r))
assert np.all(k <= bound * (1 + 1e-6))

# Best fixed descent step by numerical minimization
search = minimize_scalar(lambda a: np.abs(1 - a * curvatures).max(),
                         bounds=(0, 2 / L), method="bounded",
                         options={"xatol": 1e-10})
descent_step = 2 / (L + m)
assert np.isclose(search.x, descent_step, rtol=1e-5)
assert np.isclose(search.fun, descent_factor, rtol=1e-5)

# Edge modes started with equal first two positions
for lam, sign in ((m, 1), (L, -1)):
    previous = current = 1.0
    for _ in range(40):
        following = (2 * current - (1 - s) * previous
                     - h**2 * lam * current / mass) / (1 + s)
        previous, current = current, following
    closed_form = (1 + (1 - sign * rho) * 40) * (sign * rho)**40
    assert np.isclose(current, closed_form, rtol=1e-6)

# Mistuned friction at the same time step
weak_factor = radius(h, gamma / 2, curvatures)
strong_factor = radius(h, 2 * gamma, curvatures)
assert np.isclose(weak_factor, np.sqrt((1 - s / 2) / (1 + s / 2)), rtol=1e-6)
strong_formula = (descent_factor + np.sqrt(
    descent_factor**2 - 1 + (2 * s)**2)) / (1 + 2 * s)
assert 2 * s < 1 and np.isclose(strong_factor, strong_formula, rtol=1e-6)
assert min(weak_factor, strong_factor) > rho

# Full nonlinear orthonormal dynamics
displaced = np.linalg.eigh(hamiltonian(displacement))[1][:, :n_occ]
start = orthonormalize(displaced + noise * rng.normal(size=displaced.shape))


def run(next_orbitals, n_steps):
    """Energy errors and soft/stiff amplitudes, independent of rotations
    among the filled orbitals."""
    previous = current = start
    errors, soft, stiff = [], [], []
    for _ in range(n_steps + 1):
        errors.append(energy(current) - exact_energy)
        amplitude = (empty.T @ current) @ np.linalg.inv(filled.T @ current)
        soft.append(amplitude[0, -1])
        stiff.append(amplitude[-1, 0])
        product = H @ current
        force = -(product - current @ (current.T @ product))
        following = orthonormalize(next_orbitals(current, previous, force))
        previous, current = current, following
    return np.array(errors), np.array(soft), np.array(stiff)


def verlet(current, previous, force):
    return (2 * current - (1 - s) * previous + h**2 * force / mass) / (1 + s)


def descent(current, previous, force):
    return current + descent_step * force


def verlet_strong(current, previous, force):
    half = (2 / h) * h / 2
    return (2 * current - (1 - half) * previous
            + h**2 * force / mass) / (1 + half)


def recurrence(series, n):
    """Trace and product of the two roots from four successive values."""
    a0, a1, a2, a3 = series[n:n + 4]
    return np.linalg.solve([[a1, -a0], [a2, -a1]], [a2, a3])


damped_error, damped_soft, damped_stiff = run(verlet, 150)
descent_error, descent_soft, _ = run(descent, 700)
same_error, _, _ = run(verlet_strong, 100)
assert np.allclose(same_error, descent_error[:101], rtol=1e-7, atol=1e-11)

soft_trace, soft_product = recurrence(damped_soft, 50)
stiff_trace, stiff_product = recurrence(damped_stiff, 50)
assert np.isclose(soft_product, rho**2, rtol=1e-3)
assert np.isclose(stiff_product, rho**2, rtol=1e-3)
assert np.isclose(soft_trace, 2 * rho, rtol=1e-3)
assert np.isclose(stiff_trace, -2 * rho, rtol=1e-3)
measured_descent = descent_soft[301] / descent_soft[300]
assert np.isclose(measured_descent, descent_factor, rtol=1e-5)

threshold = 1e-10
damped_count = np.flatnonzero(damped_error >= threshold)[-1] + 1
descent_count = np.flatnonzero(descent_error >= threshold)[-1] + 1
assert damped_count < 150 and descent_count < 700
assert damped_count < descent_count

time_fs = constants.physical_constants["atomic unit of time"][0] * 1e15
print(f"grid points: {n_grid}, spacing: {spacing:.1f} bohr")
print(f"filled orbitals: {n_occ}")
print(f"well frequency: {well_frequency:.1f} a.u.")
print(f"fictitious mass: {mass:.0f} a.u.")
print(f"start displacement: {displacement:.1f} bohr")
print(f"start noise per grid component: {noise:.2f}")
print(f"lowest level: {levels[0]:.6f} hartree")
print(f"highest filled level: {levels[n_occ-1]:.6f} hartree")
print(f"lowest empty level: {levels[n_occ]:.6f} hartree")
print(f"highest level: {levels[-1]:.6f} hartree")
print(f"exact total energy: {exact_energy:.6f} hartree")
print(f"smallest curvature m: {m:.6f} hartree")
print(f"largest curvature L: {L:.6f} hartree")
print(f"condition number k: {k:.4f}")
print(f"square root of k: {np.sqrt(k):.4f}")
print(f"optimal time step h: {h:.5f} a.u. = {h*time_fs:.5f} fs")
print(f"Verlet stability limit: {h_limit:.5f} a.u.")
print(f"optimal friction gamma: {gamma:.6f} a.u. = "
      f"{gamma/time_fs:.5f} fs^-1")
print(f"gamma / (2 omega_soft): {gamma/(2*omega_soft):.5f}")
print(f"s = gamma h / 2: {s:.6f}")
print(f"momentum coefficient beta: {beta:.6f}")
print(f"gradient coefficient alpha: {alpha:.6f} hartree^-1")
print(f"damped factor rho, formula: {rho:.6f}")
print(f"search: h = {searched_h:.5f} a.u., gamma = {searched_gamma:.6f} a.u.")
print(f"search: smallest factor = {searched_rho:.6f}")
print(f"best descent step: {descent_step:.6f} hartree^-1")
print(f"descent factor, formula: {descent_factor:.6f}")
print(f"descent factor, nonlinear run: {measured_descent:.6f}")
print(f"soft mode, run: root sum {soft_trace:.5f}, "
      f"sqrt(product) {np.sqrt(soft_product):.5f}")
print(f"stiff mode, run: root sum {stiff_trace:.5f}, "
      f"sqrt(product) {np.sqrt(stiff_product):.5f}")
print(f"factor with half the friction: {weak_factor:.6f}")
print(f"factor with twice the friction: {strong_factor:.6f}")
print(f"initial energy error: {damped_error[0]:.6f} hartree")
for n in (20, 50):
    print(f"energy error after {n} steps: damped {damped_error[n]:.3e}, "
          f"descent {descent_error[n]:.3e} hartree")
print(f"energy error threshold: {threshold:.0e} hartree")
print(f"steps to stay below threshold, damped: {damped_count}")
print(f"steps to stay below threshold, descent: {descent_count}")
print(f"ratio of step counts: {descent_count/damped_count:.2f}")
print(f"ratio of logarithms of factors: "
      f"{np.log(rho)/np.log(descent_factor):.2f}")
print("verified")
```

It prints:

```
grid points: 51, spacing: 0.2 bohr
filled orbitals: 3
well frequency: 1.0 a.u.
fictitious mass: 400 a.u.
start displacement: 0.5 bohr
start noise per grid component: 0.01
lowest level: 0.498747 hartree
highest filled level: 2.483639 hartree
lowest empty level: 3.468459 hartree
highest level: 58.309050 hartree
exact total energy: 4.476107 hartree
smallest curvature m: 0.984820 hartree
largest curvature L: 57.810303 hartree
condition number k: 58.7014
square root of k: 7.6617
optimal time step h: 5.21662 a.u. = 0.12618 fs
Verlet stability limit: 5.26087 a.u.
optimal friction gamma: 0.098403 a.u. = 4.06814 fs^-1
gamma / (2 omega_soft): 0.99159
s = gamma h / 2: 0.256667
momentum coefficient beta: 0.591512
gradient coefficient alpha: 0.054138 hartree^-1
damped factor rho, formula: 0.769098
search: h = 5.21662 a.u., gamma = 0.098403 a.u.
search: smallest factor = 0.769098
best descent step: 0.034016 hartree^-1
descent factor, formula: 0.966500
descent factor, nonlinear run: 0.966500
soft mode, run: root sum 1.53820, sqrt(product) 0.76910
stiff mode, run: root sum -1.53820, sqrt(product) 0.76910
factor with half the friction: 0.878934
factor with twice the friction: 0.932418
initial energy error: 0.763860 hartree
energy error after 20 steps: damped 7.298e-04, descent 1.006e-01 hartree
energy error after 50 steps: damped 6.100e-10, descent 1.300e-02 hartree
energy error threshold: 1e-10 hartree
steps to stay below threshold, damped: 54
steps to stay below threshold, descent: 325
ratio of step counts: 6.02
ratio of logarithms of factors: 7.70
verified
```
